\section*{Charge at Conductor Edges: Uniform and Graded Panels in Capacitance Calculations}

\section{Where to put the panels}

A moment-method calculation of the coupling capacitance between two interconnect lines begins with a decision: how many panels to lay on each metal surface, and whether to make them equal. The moment matrix is dense. For $N$ panels its storage grows as $N^2$ and a direct solution as $N^3$, so a slowly falling error is expensive. The charge density diverges at ideal edges, but the charge near an edge is finite. This integrability makes the capacitance meaningful; it does not make equal panels efficient. The convergence rate depends on the strength of the singularity and on how the panels shrink towards it.

\subsection{The integral equation}

Two long parallel lines, mirror images in the plane $x=0$, lie in an unbounded homogeneous dielectric of permittivity $\varepsilon=k_{\rm rel}\varepsilon_0$. The right line is at $+V/2$, the left at $-V/2$. All charges and capacitances are per unit length. In two dimensions a line charge $\lambda$ has potential $-(\lambda/2\pi\varepsilon)\ln r$ plus a constant. The charge densities at a point $\mathbf r'$ and at its mirror point $\mathbf r'_*$ are opposite, so on the surface $\Gamma$ of the right line
\begin{equation}
\frac V2=\frac1{2\pi\varepsilon}\int_\Gamma\sigma(\mathbf r')
\ln\frac{|\mathbf r-\mathbf r'_*|}{|\mathbf r-\mathbf r'|}\,dl' .
\end{equation}
For a strip of zero thickness, $\sigma$ is the sum of the densities on its two faces. Write $\sigma=(\varepsilon V/2)s$ and let $G$ be the logarithm divided by $2\pi$. Then
\begin{equation}
\int_\Gamma G(\mathbf r,\mathbf r')s(\mathbf r')\,dl'=1,\qquad
\frac C\varepsilon=\frac{1}{\varepsilon V}\int_\Gamma\sigma\,dl=\frac12\int_\Gamma s\,dl .
\label{eq:continuous}
\end{equation}

For any density $t$ of finite energy, let $u_t=\int_\Gamma Gt\,dl'$. It vanishes on $x=0$, its gradient falls as $1/r^2$ far away, and $-\nabla^2u_t$ is the charge density $t$ on $\Gamma$. Integration by parts over the right half-plane therefore gives
\begin{equation}
a(t,t)\equiv\int_\Gamma\!\int_\Gamma t\,G\,t\,dl\,dl'
=\int_{x>0}|\nabla u_t|^2\,dA\ge0 .
\end{equation}
Equality requires $u_t$ to be constant, hence zero, and then $t=0$. The kernel is positive definite.

\subsection{How strong is the singularity?}

Let the dielectric near an edge fill a wedge of angle $\beta$, with $r$ the distance from the edge and $\theta$ measured from one metal face. The function $1-u_s$ is harmonic, bounded, and zero on both faces, so
\begin{equation}
1-u_s=\sum_{m\ge1}A_m r^{m\pi/\beta}\sin(m\pi\theta/\beta).
\end{equation}
By the maximum principle $1-u_s>0$ in the dielectric. The leading term cannot have $m>1$, because its sine would change sign inside the wedge; hence $A_1\neq0$. The normal derivative at $\theta=0$ is $r^{-1}\partial_\theta(1-u_s)$, which gives
\begin{equation}
s\propto r^{-\alpha},\qquad \alpha=1-\frac{\pi}{\beta}.
\end{equation}
A thin strip edge has $\beta=2\pi$ and $\alpha=1/2$; a right-angled metal corner has $\beta=3\pi/2$ and $\alpha=1/3$. The charge within distance $d$ is proportional to $d^{1-\alpha}$ and vanishes with $d$.

\section{The Galerkin method and its bound}

Divide $\Gamma$ into panels of length $h_j$ and put $s_N=q_j/h_j$ on panel $j$. Requiring the average potential on every panel to be correct gives
\begin{equation}
\sum_jB_{ij}q_j=1,\quad
B_{ij}=\frac1{h_ih_j}\int_i\!\int_jG\,dl\,dl',\quad
\frac{C_N}{\varepsilon}=\frac12\sum_jq_j .
\end{equation}

Let $\ell(t)=\int_\Gamma t\,dl$. Multiplying the integral equation by $t$ and integrating gives $a(s,t)=\ell(t)$ for every $t$ of finite energy. The Galerkin equations say $a(s_N,t)=\ell(t)$ for every $t$ constant on each panel. Setting $t=s$ in the first and $t=s_N$ in both gives
\begin{equation}
a(s,s)=\frac{2C}{\varepsilon},\qquad
a(s,s_N)=a(s_N,s_N)=\frac{2C_N}{\varepsilon}.
\end{equation}
Consequently
\begin{align}
a(s-s_N,s-s_N)&=a(s,s)-2a(s,s_N)+a(s_N,s_N)\nonumber\\
&=\frac2\varepsilon\,(C-2C_N+C_N)=\frac2\varepsilon\,(C-C_N).
\label{eq:energyerror}
\end{align}
Thus $C_N\le C$, and the capacitance error is quadratic in the density error. Subtracting the two Galerkin relations also gives $a(s-s_N,t)=0$ for panelwise constant $t$, whence
\begin{equation}
a(s-t,s-t)=a(s-s_N,s-s_N)+a(s_N-t,s_N-t).
\label{eq:best}
\end{equation}
No panelwise constant density has a smaller energy error than $s_N$. If a refinement keeps all old nodes, the old solution remains available and $C_N$ cannot fall. These statements assume accurate matrix elements; quadrature and rounding can violate them at their own level.

\section{The convergence rate}

Put $N$ panels on a side of length $L$, with $n=N/2$ in each half. Measured from the nearer edge, the nodes are
\begin{equation}
d_j=\frac L2\left(\frac jn\right)^g,\qquad j=0,\ldots,n .
\end{equation}
Here $g=1$ means equal panels. Doubling $n$ keeps the old nodes.

By \eqref{eq:best}, any trial density gives an upper estimate of the error. Choose $t$ as the average of $s$ over each panel. Away from the edge panel, the remainder is approximately $s'$ times the distance from the panel centre. It has zero total charge, and scaling lengths by $h_j$ shows that its self-energy is proportional to $b_j^2$, where $b_j=|s'_j|h_j^2$. Its dipole moment is of order $|s'_j|h_j^3=b_jh_j$.

The cross terms must not spoil this count. Two separated panels at distance $D_{ij}$ interact as dipoles, with energy of order $b_ib_jh_ih_j/D_{ij}^2$. Since $2b_ib_j\le b_i^2+b_j^2$, the sum is controlled by $\sum_jh_ih_j/D_{ij}^2$. This sum behaves as $h_i\int dx/x^2$ starting one panel away, and remains bounded because neighbouring lengths have a bounded ratio at fixed $g$. For adjacent panels the Cauchy--Schwarz inequality bounds the cross term by self-energies. The image terms are smooth and at least as small in order. The total is therefore bounded by a constant times $\sum_jb_j^2$.

Near the edge $|s'|\propto d^{-\alpha-1}$ and $h_j\simeq g\,d_j/j$, so
\begin{align}
b_j^2&\propto d_j^{-2\alpha-2}h_j^4
\simeq g^4d_j^{\,2-2\alpha}j^{-4}\nonumber\\
&\propto g^4n^{-m}j^{\,m-4},\qquad m=2g(1-\alpha).
\label{eq:panelsum}
\end{align}
The edge panel holds charge of order $h_1^{1-\alpha}$; the energy of its zero-mean remainder is of order $h_1^{2(1-\alpha)}\propto n^{-m}$. For $m<3$ the sum over $j$ converges and leaves $n^{-m}$. For $m=3$ it gives $n^{-3}\ln n$. For $m>3$ the sum grows as $n^{m-3}/(m-3)$ and leaves $n^{-3}$, the same power as a smooth density. Hence
\begin{equation}
C-C_N=O(N^{-p}),\qquad p=\min[2g(1-\alpha),3],
\label{eq:rate}
\end{equation}
with an extra factor $\ln N$ at equality. The derivation gives an upper estimate; whether the power is attained is a question for the numerical tests.

For equal panels, $p=1$ at strip edges and $p=4/3$ at right-angled corners. The full power 3 requires $g>3$ and $g>9/4$, respectively. More grading is not always better. For $m>3$ the pure edge law gives the prefactor $g^4/(m-3)$. Setting its logarithmic derivative to zero,
\begin{equation}
\frac4g=\frac{2(1-\alpha)}{2g(1-\alpha)-3}
\quad\Longrightarrow\quad g=\frac2{1-\alpha}.
\end{equation}
This suggests $g=4$ for a strip and $g=3$ for a rectangle. It is a guide, since the edge law has been extended over half a side.

\section{Matrix elements for very unequal panels}

For parallel panels with perpendicular offset $\delta$, let $t$ be the difference of their starting coordinates. A function $F$ with $F''(t)=\ln\sqrt{t^2+\delta^2}$ is
\begin{equation}
F(t)=\mathrm{Re}\left[z^2\left(\tfrac12\ln z-\tfrac34\right)\right],
\qquad z=t+i|\delta| .
\end{equation}
Indeed, the first derivative of the bracket is $z\ln z-z$ and the second is $\ln z$. Integrating first over panel $j$, then over panel $i$,
\begin{align}
\int_0^{h_i}\!du\int_0^{h_j}\!dv\,F''(t+u-v)
&=\int_0^{h_i}\!du\,[F'(t+u)-F'(t+u-h_j)]\nonumber\\
&=F(t+h_i)-F(t)\nonumber\\
&\quad-F(t+h_i-h_j)+F(t-h_j).
\end{align}

For perpendicular panels use
\begin{equation}
H=\tfrac12\left[xy\ln r^2-3xy+x^2\arctan\frac yx+y^2\arctan\frac xy\right],
\end{equation}
where $r^2=x^2+y^2$. In $\partial_yH$ the rational terms combine as $(2xy^2+x^3-xy^2)/r^2=x$, so
\begin{align}
\partial_yH&=\tfrac12\left[x\ln r^2-2x+2y\arctan(x/y)\right],\\
\partial_x\partial_yH&=\tfrac12\left[\ln r^2+\frac{2x^2+2y^2}{r^2}-2\right]
=\tfrac12\ln r^2 .
\end{align}
The double integral is the mixed difference of $H$ over the rectangle of coordinate differences. Dividing either result by $h_ih_j$ gives the average logarithm; $B_{ij}$ is the image average minus the direct average, divided by $2\pi$.

These formulas fail in floating-point arithmetic for small, distant panels. The terms have size of order $D^2$, so a relative rounding error $\eta$ becomes an error of order $\eta D^2/(h_ih_j)$ in the average. With $\eta\sim10^{-16}$, $D\sim20$ nm and $h\sim4\times10^{-8}$ nm, this exceeds 10. The remedy is to use the closed forms for near pairs and six-point Gauss quadrature in each variable when the centre distance is at least three times the longer panel. In units of a half-panel, the singularity is then at least 5 from the centre of the integration interval. The corresponding convergence factor is at least $5+\sqrt{24}\approx10$ per polynomial degree. Six Gauss points are exact through degree 11, so the error is expected to be at most of order $10^{-12}$.

\section{Strips: a benchmark with a known answer}

Let the right strip occupy $a<x<b$ at $y=0$, with $a=s_0/2$ and $b=a+w$, where $s_0$ is the spacing and $w$ the width. Up to sign, the field is given by
\begin{equation}
E_x-iE_y=\frac{c}{\sqrt{(a^2-z^2)(b^2-z^2)}},\qquad z=x+iy .
\end{equation}
On the strips the root is imaginary, so the tangential field vanishes. Elsewhere on $y=0$ it is real, as symmetry requires, and at large distance the field falls as $z^{-2}$, as for a neutral pair. With $x=a\tau$ and $k=a/b$, the voltage is
\begin{equation}
V=\int_{-a}^{a}\frac{c\,dx}{\sqrt{(a^2-x^2)(b^2-x^2)}}
=\frac{2c}{b}\int_0^1\!\frac{d\tau}{\sqrt{(1-\tau^2)(1-k^2\tau^2)}}
=\frac{2c}{b}K(k).
\end{equation}
The two faces together carry $\sigma=2\varepsilon c/\sqrt{(x^2-a^2)(b^2-x^2)}$. Put $x=b\sqrt{1-k'^2\tau^2}$ with $k'^2=1-k^2$. Then $b^2-x^2=b^2k'^2\tau^2$ and $x^2-a^2=b^2k'^2(1-\tau^2)$, and the charge becomes $Q=(2\varepsilon c/b)K(k')$. Therefore
\begin{equation}
\frac C\varepsilon=\frac{K(k')}{K(k)},\qquad k=\frac{s_0}{s_0+2w}.
\end{equation}

For distant strips, $k'^2\simeq4w/s_0$, $K(k')\to\pi/2$ and $K(k)\simeq\ln(4/k')$, so $C/\varepsilon\simeq\pi/\ln(4s_0/w)$. For a narrow gap, $K(k)\to\pi/2$ and $K(k')\simeq\ln(4/k)$, so $C/\varepsilon\simeq(2/\pi)\ln(8w/s_0)$. In the latter limit the density also varies on the scale $s_0$, and the asymptotic rate can be expected only when panels near the facing edge are shorter than the gap.

Take $w=s_0=20$ nm and $k_{\rm rel}=2.5$, for which $\varepsilon=22.135$ aF/$\mu$m. Here $k=20/60=1/3$ and
\begin{equation}
C=22.1355\times\frac{2.52863}{1.61739}=34.607\ \text{aF}/\mu\text{m}.
\end{equation}
The relative shortfall $1-C_N/C$ is as follows.

\begin{center}
\begin{tabular}{rccc}
$N$ & $g=1$ & $g=2$ & $g=4$\\
8 & $1.6\times10^{-2}$ & $4.3\times10^{-3}$ & $1.4\times10^{-3}$\\
32 & $4.1\times10^{-3}$ & $2.8\times10^{-4}$ & $2.4\times10^{-5}$\\
256 & $5.2\times10^{-4}$ & $4.3\times10^{-6}$ & $4.9\times10^{-8}$
\end{tabular}
\end{center}

The observed orders between $N=128$ and 256 are 1.000, 1.999 and 2.992, against predictions of 1, 2 and 3. The intermediate case $g=1.5$ gives 1.500. The upper estimate is thus sharp in power for these cases. Extrapolating the uniform $1/N$ law, about 5500 equal panels would match 32 panels with $g=4$. At $N=32$, raising $g$ from 4 to 6 increases the error by a factor $3.91/2.40=1.63$; the estimate $g^4/(g-3)$ gives $432/256=1.69$. The closeness should not be overread: the estimate extends the edge law over half the strip and is only a rough guide to the prefactor.

\subsection{What grading does not cure}

Near an edge, scaling all distances by $h_1$ leaves the power-law density and the node pattern $j^g$ unchanged in form. The ratio of the first panel's computed charge to its true charge should therefore approach a constant, not necessarily one. At $N=256$ it is 1.022 for equal panels and 1.229 for $g=4$; at $N=64$ the values are 1.021 and 1.229. The graded edge panel is relatively less accurate, but it carries only $4.45\times10^{-5}$ of the line's charge, compared with $5.4\times10^{-2}$ for the uniform one.

In the graded case the edge panel's excess is $(0.229/1.229)\times4.45\times10^{-5}\approx8\times10^{-6}$ of the line charge, while the total charge is too low by $4.9\times10^{-8}$. The other panels together therefore slightly more than cancel this excess. A converged capacitance does not certify the density on the last panel, which should not be read as a peak surface field.

\section{Rectangular lines}

Now give both lines a thickness of 40 nm, keeping the other parameters. Each of the four sides receives the same number of panels; ``uniform'' means equal lengths within a side. The capacitances in aF/$\mu$m are:

\begin{center}
\begin{tabular}{rcc}
Panels per side & uniform & $g=3$\\
8 & 85.579 & 85.760\\
16 & 85.693 & 85.773\\
32 & 85.742 & 85.775\\
128 & 85.769 & 85.775
\end{tabular}
\end{center}

If $C-C_N\propto N^{-p}$, successive differences $C_{2N}-C_N$ also scale as $N^{-p}$, so the order can be found without a reference value. Values at 32, 64 and 128 panels per side give 1.309 for uniform panels and 2.983 for $g=3$; the predictions are 1.333 and 3. On the gap-facing side the density exponent between two panels near a corner is $-0.327$, compared with $-1/3$ from the wedge solution.

For $p=3$, the remaining error is $(C_{2N}-C_N)/(2^3-1)$. The finest graded result then has an estimated relative discretization error of $4\times10^{-8}$, excluding quadrature and rounding. Relative to this result, 16 graded panels per side are low by $2.1\times10^{-5}$, and 128 uniform panels per side by $6.2\times10^{-5}$. If an error of 0.3\% is acceptable, however, eight uniform panels per side suffice here: their shortfall is $(85.775-85.579)/85.775=0.23\%$. Grading pays when small capacitance differences matter or when many conductors make every panel costly.

\subsection{A bound from the other side}

The field energy offers an independent check. Let $\psi=\phi/V$ be the true potential and let $\psi+\chi$ be a trial potential with the correct values on both conductors, so $\chi=0$ there. Since $\psi$ is harmonic in the dielectric, integration by parts removes the cross term:
\begin{equation}
\int|\nabla(\psi+\chi)|^2dA
=\int|\nabla\psi|^2dA+\int|\nabla\chi|^2dA
\ge\frac C\varepsilon .
\end{equation}
The last step uses $\tfrac12CV^2=\tfrac12\varepsilon V^2\int|\nabla\psi|^2dA$. A finite-element potential set to zero on and beyond a distant box is an admissible trial function. Its finer grid gives an upper bound of 85.7894 aF/$\mu$m, rounded upwards. Together with the Galerkin lower bound of 85.7747 aF/$\mu$m, rounded downwards, it encloses the capacitance of this model within a relative width of $1.7\times10^{-4}$, up to arithmetic error.

\subsection{Reading the result}

The parallel-plate estimate is $\varepsilon\times40/20=44.3$ aF/$\mu$m, only 52\% of the computed value. The gap-facing side holds 56.8\% of the charge, the far side 12.6\%, and the top and bottom 15.3\% each. The missing capacitance is therefore not just an edge correction to the facing plates: the outer surfaces hold 43\% of the charge.

These digits measure convergence for ideal geometry, not knowledge of a manufactured line. The smallest graded panels lie far below atomic size and serve to integrate a mathematical singularity. If a corner is rounded with radius $\rho$, the field energy in the altered region scales as $\rho^{2(1-\alpha)}=\rho^{4/3}$. For $\rho=1$ nm and a side of 20 nm, the scale factor is $(1/20)^{4/3}\approx0.02$, and the scaling argument does not fix the coefficient. In the present geometry it is about $1/4$: rounding all corners with $\rho=1$ nm lowers $C$ by about 0.45\%, more than the 0.23\% shortfall of eight uniform panels per side. On a rounded corner the charge density stays finite, and panels much shorter than $\rho$ can resolve it.

The model also omits neighbouring lines, ground planes, liners and layered dielectrics. A dielectric interface meeting a metal edge changes the local wedge problem and can change $\alpha$; the exponent must then be found again before \eqref{eq:rate} is used to choose $g$. The complete convergence data are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
gap 20 nm, width 20 nm, thickness 40 nm, k_rel 2.5
permittivity eps = 22.13547 aF/um
STRIPS modulus 0.333333, K 1.617387, K' 2.528626
exact C/eps = 1.5634019, C = 34.60664 aF/um
relative shortfall of C; columns g = 1, 1.5, 2, 4
N =   8: 1.636e-02  8.269e-03  4.292e-03  1.405e-03
N =  16: 8.240e-03  2.942e-03  1.092e-03  1.852e-04
N =  32: 4.132e-03  1.043e-03  2.754e-04  2.403e-05
N =  64: 2.069e-03  3.689e-04  6.914e-05  3.068e-06
N = 128: 1.035e-03  1.305e-04  1.732e-05  3.879e-07
N = 256: 5.177e-04  4.613e-05  4.335e-06  4.877e-08
g = 1: observed order 1.000, predicted 1.000
g = 1.5: observed order 1.500, predicted 1.500
g = 2: observed order 1.999, predicted 2.000
g = 4: observed order 2.992, predicted 3.000
N = 32, shortfall against g:
  g = 1: 4.132e-03
  g = 2: 2.754e-04
  g = 3: 3.779e-05
  g = 4: 2.403e-05
  g = 6: 3.906e-05
uniform N matching g=4, N=32 (1/N extrapolation): 5516
g = 1, N = 64: first panel 3.125e-01 nm, charge/exact 1.02072, share 1.071e-01
g = 1, N = 256: first panel 7.812e-02 nm, charge/exact 1.02162, share 5.358e-02
g = 4, N = 64: first panel 9.537e-06 nm, charge/exact 1.22913, share 7.120e-04
g = 4, N = 256: first panel 3.725e-08 nm, charge/exact 1.22914, share 4.450e-05
RECTANGULAR LINES C in aF/um; columns uniform, g = 3
panels per side   8: 85.57896  85.76045
panels per side  16: 85.69330  85.77296
panels per side  32: 85.74164  85.77455
panels per side  64: 85.76146  85.77475
panels per side 128: 85.76945  85.77477
g = 1: observed order 1.309, predicted 1.333
g = 3: observed order 2.983, predicted 3.000
estimated relative error of best graded value: 4.3e-08
uniform, 128 per side, below best: 6.204e-05
graded, 16 per side, below best: 2.119e-05
corner density exponent: -0.3270 (wedge value -0.3333)
charge shares gap side, far side, bottom, top: 0.5678, 0.1261, 0.1530, 0.1530
parallel-plate estimate: 44.2709 aF/um
finite-element upper bounds: 85.8248, 85.7893 aF/um
their extrapolation: 85.7774 aF/um
\end{verbatim}
